# Interface Stress and Interface Free Energy: The Shuttleworth Relation

## 1. Definitions and conventions

Two crystals, $\alpha$ and $\beta$, meet at a flat boundary of current area $A$ with in-plane axes $x,y$. The temperature $T$ is fixed and no force acts normal to the boundary. The boundary is coherent: lattice rows continue across it, so both crystals undergo the same in-plane strain increment $\varepsilon_{ij}$ with $i,j\in\{x,y\}$. This symmetric strain is measured from the current state, which may itself be strained. Repeated indices are summed.

Let $\psi_\alpha(\varepsilon)$ and $\psi_\beta(\varepsilon)$ be the Helmholtz free energies per formula unit of the uniform crystals, each at the imposed in-plane strain and relaxed along the normal. For fixed amounts $N_\alpha,N_\beta$, the interface free energy $\gamma$ is defined by

$$F(\varepsilon)=N_\alpha\psi_\alpha(\varepsilon)+N_\beta\psi_\beta(\varepsilon)+\gamma(\varepsilon)A(\varepsilon). \tag{1}$$

Misfit energy stored in a uniformly strained film is thus bulk energy and is not part of $\gamma$. If the phases have independent compositions, the total atom counts fix $N_\alpha$ and $N_\beta$.

The interface stress $f_{ij}$ is the excess in-plane force per length, positive in tension. With $w^\alpha_{ij}=\partial\psi_\alpha/\partial\varepsilon_{ij}$, and likewise for $\beta$, it is defined through the reversible isothermal work of stretching:

$$dF=\left(N_\alpha w^\alpha_{ij}+N_\beta w^\beta_{ij}+A f_{ij}\right)d\varepsilon_{ij}. \tag{2}$$

The normal dimension may change during stretching, but at zero normal traction this does no work. During the stretch no atoms join or leave either crystal and no dislocation forms.

## 2. Derivation for the coherent boundary

Differentiate (1) at fixed $N_\alpha,N_\beta,T$:

$$dF=\left(N_\alpha w^\alpha_{ij}+N_\beta w^\beta_{ij}\right)d\varepsilon_{ij}+d(\gamma A).$$

Equating this with (2) cancels the bulk terms:

$$A f_{ij}\,d\varepsilon_{ij}=d(\gamma A)=\gamma\,dA+A\,d\gamma. \tag{3}$$

The area after a small strain is

$$A'=A\left[(1+\varepsilon_{xx})(1+\varepsilon_{yy})-\varepsilon_{xy}^2\right]=A(1+\varepsilon_{xx}+\varepsilon_{yy})+O(\varepsilon^2),$$

so $dA=A\,\delta_{ij}\,d\varepsilon_{ij}$. Insert this and $d\gamma=(\partial\gamma/\partial\varepsilon_{ij})\,d\varepsilon_{ij}$ into (3), then divide by $A$. Because the strain increments are arbitrary,

$$\boxed{f_{ij}=\gamma\,\delta_{ij}+\frac{\partial\gamma}{\partial\varepsilon_{ij}}} \tag{4}$$

This is the Shuttleworth relation.

Two conventions matter in use. First, the sum in (3) contains both $xy$ and $yx$. For a pure shear with $\varepsilon_{xy}=\varepsilon_{yx}=h/2$, it gives $f_{xy}h/2+f_{yx}h/2=f_{xy}h$. The area is unchanged to first order, so $f_{xy}=d\gamma/dh$, where $h$ is the engineering shear strain. Second, $\gamma$ is energy per current area. If the energy is divided by a fixed reference area $A_0$, giving $\gamma_0=\gamma A/A_0$, equation (3) becomes $f_{ij}=(A_0/A)\,\partial\gamma_0/\partial\varepsilon_{ij}$. No separate $\gamma\delta_{ij}$ may then be added, because the area change is already inside $\gamma_0$.

The relation also survives a different assignment of atoms to the bulk. Suppose $n$ formula units are moved out of the $\alpha$ reference. Then $\gamma A$ gains $n\psi_\alpha$, and $Af_{ij}$ gains $nw^\alpha_{ij}=\partial(n\psi_\alpha)/\partial\varepsilon_{ij}$. Both sides of (3) change equally. The values of $\gamma$ and $f$ do change, so both must be computed with the same count.

If the crystals can slide over each other, their strains are independent. The excess energy then depends on two strain tensors, and one derivative no longer describes the boundary.

## 3. Interface stress from forces

Equation (4) can be tested because its left side can also be obtained from atomic forces, without differentiating $\gamma$. The result is then compared with the right side. In classical statistical mechanics $F=-k_BT\ln Z$, and differentiation gives

$$\frac{\partial F}{\partial\varepsilon_{ij}}=\left\langle\frac{\partial H}{\partial\varepsilon_{ij}}\right\rangle .$$

Let the potential energy be a sum of pair energies $\phi(r)$. If $x_i$ are the components of a pair separation, an in-plane strain changes them by $\delta x_i=\varepsilon_{ij}x_j$. From $r^2=x_kx_k+z^2$ follows $r\,\delta r=x_i\varepsilon_{ij}x_j$, so

$$\frac{\partial U}{\partial\varepsilon_{ij}}=\sum_{\rm pairs}\phi'(r)\frac{x_ix_j}{r}. \tag{5}$$

The kinetic energy contributes $-\langle p_ip_j/m\rangle=-k_BT\delta_{ij}$ per atom. The bicrystal and its bulk references contain the same number of atoms, so this term cancels in the excess. Hence $Af_{ij}$ is the thermal average of (5) for the bicrystal minus the same averages for the two bulk amounts. At zero temperature the average becomes the value in the relaxed structure. The relaxation of the normal coordinates adds nothing to first order, because the normal forces vanish there.

## 4. Two ways to make area

Let the boundary contain $N_s$ surface cells of area $a$, each with excess free energy $g(a)$ under isotropic stretching. Then

$$A=N_sa,\qquad \gamma A=N_sg(a),\qquad \gamma=\frac{g(a)}{a}.$$

Adding cells at fixed $a$ costs

$$\frac{g\,dN_s}{a\,dN_s}=\frac{g}{a}=\gamma$$

per new area. Stretching the existing cells at fixed $N_s$ costs

$$f=\frac{N_s\,g'(a)\,da}{N_s\,da}=g'(a)=\frac{d(a\gamma)}{da}=\gamma+a\frac{d\gamma}{da}. \tag{6}$$

So $\gamma$ is the price of more boundary in the same state of strain, and $f$ is the price of stretching the boundary already present.

Two limits help in reading numbers. If the energy per cell does not depend on its area, then $f=0$, although $\gamma$ may be large. If the energy per area does not depend on strain, then $f=\gamma$. Nothing in (6) fixes the sign of $g'$, so a boundary with positive $\gamma$ can have a negative $f$.

## 5. Why the two quantities coincide in a simple fluid

Consider two fluid phases of one component in equilibrium, with a flat interface, total volume $V$ and total particle number $N$. Define the tension by $\tau=(\partial F/\partial A)_{T,V,N}$, so that

$$dF=-S\,dT-p\,dV+\mu\,dN+\tau\,dA. \tag{7}$$

A fluid keeps no record of how its area was made: its equilibrium state is fixed by $T,V,N,A$. Joining $\lambda$ identical pieces side by side, with edge effects neglected, therefore gives $F(T,\lambda V,\lambda N,\lambda A)=\lambda F(T,V,N,A)$. Differentiate with respect to $\lambda$ and set $\lambda=1$:

$$F=-pV+\mu N+\tau A. \tag{8}$$

The grand potential is $\Omega=F-\mu N=-pV+\tau A$. The two bulk phases have equal pressure and together fill $V$, so they account for $-pV$. The excess grand potential per area is therefore

$$\gamma=\frac{\Omega+pV}{A}=\tau. \tag{9}$$

At $p=0$ each bulk phase has $\psi=\mu$, and the fixed-amount definition (1) gives this same $\gamma$. At other pressures the grand potential is the convenient choice, because it removes the dependence on where the dividing surface is placed.

To see that $\gamma$ stays constant during the stretch, subtract (7) from the differential of (8):

$$0=S\,dT-V\,dp+N\,d\mu+A\,d\tau.$$

For one component at fixed $T$, two-phase coexistence fixes $p$ and $\mu$. Then $d\tau=0$: the derivative term of the Shuttleworth relation vanishes, and $f_{ij}=\gamma\delta_{ij}$.

The cell picture shows the mechanism. In a fluid the amount of interfacial matter is free to adjust, so at fixed $A$ the excess $N_sg(A/N_s)$ is stationary in $N_s$, with $g$ now read as a grand potential:

$$0=\frac{\partial}{\partial N_s}\left[N_sg\!\left(\frac{A}{N_s}\right)\right]=g-a\,g'(a)
\quad\Longrightarrow\quad \gamma=\frac{g}{a}=g'=f.$$

In a coherent solid $N_s$ is locked to the number of lattice columns in the adjoining crystals. That stationarity condition is absent, and $f$ and $\gamma$ are generally different.

### A fluid that can be solved

Let $\rho(z)$ be a density scaled to 0 and 1 in the two phases. The square-gradient model has

$$\frac{F}{A}=\int\left[W(\rho)+\frac{\kappa}{2}\left(\frac{d\rho}{dz}\right)^2\right]dz,\qquad W=16B\rho^2(1-\rho)^2 .$$

The stationary profile obeys $\kappa\rho''=W'(\rho)$. Multiplying by $\rho'$ and integrating from a bulk phase, where $W$ and $\rho'$ vanish, gives $\kappa\rho'^2/2=W$. The two parts of the integrand are therefore equal, and

$$\gamma=\int 2W\,dz=\int_0^1\sqrt{2\kappa W}\,d\rho
=\sqrt{32\kappa B}\int_0^1\rho(1-\rho)\,d\rho=\frac{\sqrt{32\kappa B}}{6}.$$

For $\kappa=1$ eV/nm and $B=0.5$ eV/nm³ this is 0.1068 J/m². As a separate test, the minimum free energy was computed numerically in a box of 8 nm³ at fixed total amount, with the area changed by $\pm1\%$ about 1 nm². The slope $dF/dA$ was 0.1068 N/m, equal to $\gamma$ at this precision.

### What the word "simple" excludes

Suppose an insoluble film of $N$ molecules occupies $M$ equivalent sites, and stretching adds sites. With coverage $\theta=N/M$ and large numbers,

$$F=k_BT\left[N\ln\frac NM+(M-N)\ln\frac{M-N}{M}\right].$$

The film's contribution to the tension, per site, is

$$\left(\frac{\partial F}{\partial M}\right)_N=k_BT\left[-\theta+\ln(1-\theta)+1-(1-\theta)\right]=k_BT\ln(1-\theta).$$

At $\theta=0.30$ this is $-0.357\,k_BT$, while the Helmholtz energy per site is $-0.611\,k_BT$. The two differ because stretching adds empty sites at fixed $N$, whereas $F/M$ is the cost of adding sites already filled to the coverage $\theta$. With $\mu=\partial F/\partial N=k_BT\ln[\theta/(1-\theta)]$, the grand potential per site is

$$\frac{F-\mu N}{M}=k_BT\ln(1-\theta),$$

which again equals the tension. Explicit counting of the film states gives the same three values. If the film stays closed during a finite stretch, $\theta$ falls and the tension changes. If a reservoir holds $\mu$ fixed, the tension stays constant.

Mobile dopants at a silicide contact do not turn it into a fluid interface. Let $F^s(\varepsilon,n)$ be the excess free energy with $n$ excess dopants, and $\Omega^s=F^s-\mu n$ with $\mu=\partial F^s/\partial n$. Then

$$\left(\frac{\partial\Omega^s}{\partial\varepsilon_{ij}}\right)_\mu=\left(\frac{\partial F^s}{\partial\varepsilon_{ij}}\right)_n+\mu\frac{\partial n}{\partial\varepsilon_{ij}}-\mu\frac{\partial n}{\partial\varepsilon_{ij}}=\left(\frac{\partial F^s}{\partial\varepsilon_{ij}}\right)_n .$$

Either description gives the interface stress, provided the bulk references are treated in the same way. The host cells remain locked, so the derivative term in (4) remains.

## 6. Worked example: a thin coherent silicide film

The model is a 2.0 nm film on an unstrained (001) substrate, in the rough regime of CoSi₂ on Si. Each node of a face-centred cubic lattice stands for one silicide formula unit or two silicon atoms. The lattice constants are 0.536 nm for the film and 0.543 nm for the substrate. The nodes interact through

$$\phi(r)=D\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right],\qquad \alpha=13\ \text{nm}^{-1}.$$

The depths $D$ are 0.75 eV in the substrate, 0.80 eV in the film and 0.68 eV across the boundary. The distances $r_0$ are 0.3974, 0.3929 and 0.3952 nm in the same order. The first two are set by the lattice constants, and the third is chosen as their mean. The interface stress is sensitive to these distances: the rounded values above give $f=0.227$ N/m in place of the 0.225 N/m quoted below, and moving the cross distance by 0.002 nm shifts $f$ by about 0.04 N/m but $\gamma$ by only 0.002 J/m². Energies are static unless a temperature is stated.

With eight layers of each crystal, repeated periodically, the relaxed coherent state gives

$$\gamma=0.591\ \text{J/m}^2\ (3.69\ \text{eV/nm}^2),\qquad f=0.225\ \text{N/m}\ (1.41\ \text{eV/nm}^2).$$

Here $f$ comes from the pair forces, equation (5). Equation (4) then requires

$$\frac{\partial\gamma}{\partial\varepsilon_{xx}}=0.225-0.591=-0.366\ \text{J/m}^2 .$$

Strain derivatives of $\gamma$, computed separately, confirm this. The test covered the $xx$, $yy$ and $xy$ components in this state and in a second one with in-plane deformation matrix $\begin{pmatrix}1.006&0.008\\0.002&0.997\end{pmatrix}$. The largest mismatch was $4\times10^{-8}$ N/m. In the distorted state $f_{xy}=-0.030$ N/m, so the shear test is not empty.

The value of $f$ lies between the two limits of Section 4. Stretching raises the energy per cell, but more slowly than the area grows, so $\gamma$ falls. For a 1% equibiaxial strain, the linear prediction is

$$\gamma\simeq0.5913+2(-0.3661)(0.01)=0.5840\ \text{J/m}^2,$$

against 0.5846 J/m² computed directly. The linear estimate overstates the decrease by about 9%, which measures the neglected curvature of $\gamma(\varepsilon)$.

A finite-temperature test used rigid layers at 300 K in a periodic cell with one layer of each crystal and one surface cell per layer. The derivative of the free energy and the averaged pair forces both gave $f=-0.198$ N/m, with $\gamma=0.450$ J/m². This is a case of positive $\gamma$ with negative $f$. These numbers are not a thermal correction to the film. The same cell at zero temperature gives $\gamma=0.452$ J/m² and $f=-0.199$ N/m, so the change comes from the boundaries being only one layer apart. The static $f$ rises to 0.185 N/m with two layers of each crystal and to 0.225 N/m with four.

### Consequence for a film-stress measurement

The misfit strain is $0.543/0.536-1=1.31\%$. At this strain the model film's secant biaxial modulus, the ratio of stress to strain, is 135.4 GPa, so the bulk film stress is $135.4\times0.01306=1.77$ GPa, in tension. Over 2.0 nm this gives a force per length of 3.54 N/m. The interface adds 0.225 N/m, or 6.4% of the bulk film force. If the total were divided by the thickness, the interface would appear as an extra film stress of

$$\frac{0.2252\ \text{N/m}}{2.0\ \text{nm}}=113\ \text{MPa}.$$

Using $\gamma$ in place of $f$ would overstate this by $(0.5913-0.2252)/2.0$ in N/m per nm, which is 183 MPa, or about 10% of the bulk film stress. At fixed $f$ and $\gamma$ the error falls as the inverse of the thickness. This split into bulk and interface parts needs the film amount by atom count. A layer of the strained film is 0.26 nm thick, so 2.0 nm is a nominal 7.6 layers, and half a layer carries 0.23 N/m, as much as $f$ itself.

### Effects left out

**Free surface.** The film's outer surface has a model stress of 0.87 N/m, almost four times $f$. Wafer curvature responds to both. The change relative to a bare wafer also involves the lost substrate surface, which was not computed. Curvature alone therefore does not isolate $f$.

**Vibrations.** Let each node vibrate classically in the field of fixed neighbours, with force-constant matrix $K$. Its free energy is $\tfrac12k_BT\ln\det K$ plus terms that cancel in the excess. At 300 K this changes $\gamma$ by $-0.005$ J/m² and $f$ by $-0.017$ N/m, about 1% and 8% of their static values. The correlated motion of neighbours is left out. Including it through the full harmonic phonon spectrum leaves the shift in $\gamma$ at $-0.005$ J/m² but halves the shift in $f$, to about $-0.008$ N/m, or 4%.

**Dislocations.** For an isotropic film with shear modulus $G$, Poisson ratio $\nu$ and misfit $\epsilon_m$, the misfit force on an edge dislocation of Burgers length $b$ is $2G\frac{1+\nu}{1-\nu}\epsilon_m bh$. Equating it to a line tension $\frac{Gb^2}{4\pi(1-\nu)}[\ln(h/b)+1]$, in which the 1 is a rough core term, gives

$$h_c=\frac{b}{8\pi(1+\nu)\epsilon_m}\left[\ln\frac{h_c}{b}+1\right].$$

With $\nu=0.25$ and $b$ equal to the nearest-node distance of the substrate, $h_c=2.8$ nm. The 2.0 nm film lies below this estimate, but the margin rests on the rough core term and on $\nu$. With 0.5 in place of 1, $h_c$ falls to 2.0 nm. The model film itself has $C_{12}/(C_{11}+C_{12})=0.38$, and this value of $\nu$ gives $h_c=2.4$ nm with core term 1 and 1.7 nm with core term 0.5. Coherence of the film is therefore an assumption of the example, not a result of this estimate.

**Heating.** A rough expansion difference of $7\times10^{-6}$ K⁻¹ over 600 K changes the film force by about 1 N/m. The silicide expands more than silicon, so its tension falls, by roughly 30%.

**Depletion layer.** For fully ionized doping of density $N_d$ and charge density $qN_d$, the field falls linearly over the width $w$. Its energy per area is $q^2N_d^2w^3/(6\epsilon)=qN_dwV_b/3$, where $\epsilon$ is the permittivity and $V_b=qN_dw^2/(2\epsilon)$ the band bending. With $N_d=10^{20}$ cm⁻³, $V_b=0.6$ V and relative permittivity 11.7, $w=2.8$ nm and the energy is 0.009 J/m², or 1.5% of $\gamma$. This sizes the field energy alone, not the whole electronic contribution. The abrupt-depletion picture is also at its limit here: the doping is degenerate, the peak field is about 4 MV/cm, and $w$ is close to the mean donor spacing of 2.2 nm. Fermi–Dirac statistics for the electron tail lower the energy to about 0.008 J/m², so the number is only a rough size.

### Relation to a real contact

The lattice constants and doping are in the range of a real CoSi₂ contact to heavily doped silicon. The real room-temperature misfit is about 1.2%; the 1.31% used here comes from the rounded lattice constants. The elastic response is less faithful. The model film has a small-strain biaxial modulus of 158 GPa and softens to a secant value of 135 GPa at the misfit strain. For scale, silicon (001) has roughly 180 GPa, but the force in a real film is set by the elastic constants of the silicide, to which the model was not fitted. Central pair forces also omit directional bonding, charge transfer and interface reconstruction, so neither the size of $\gamma$ nor the sign of $f$ should be carried over to the real boundary. A contact film near 10 nm would exceed the critical thickness estimated here. If dislocations relaxed it fully, the bulk misfit force would vanish and the boundary would no longer be coherent. Equation (4) would then apply only to strain increments that both crystals share while the dislocation network stays locked to them.

## 7. Procedure for a calculation

1. Build the coherent bicrystal and, at fixed in-plane cell, relax all atomic positions and the length along the normal. In the example, symmetry leaves only the layer gaps to relax. Make it thick enough that $\gamma$ and $f$ stop changing. In the example, going from 8 to 11 layers per crystal changed each by less than $10^{-4}$ J/m².
2. Compute both bulk references at the same in-plane strain, relaxed in the same way, and subtract them by atom count. A periodic cell contains two boundaries; halve the excess if they are equivalent.
3. Obtain $\gamma$ at small positive and negative strains, dividing by the current area each time, and apply (4).
4. Compare with the excess in-plane stress of the same cells. Common causes of a disagreement are unrelaxed normal forces, unequal atom counts and a mixture of current and reference areas. In a plane-wave calculation, an incomplete basis can also shift the computed stress, so converge it with the energy cutoff.

The computed values are listed in the numerical output below.

## Values computed for the example and the checks

```
Substrate, film lattice constants: 0.543, 0.536 nm
Morse inverse range: 13.0 1/nm
Morse depths 00, 11, 01: 0.75, 0.8, 0.68 eV
Morse distances 00, 11, 01: 0.39738, 0.39293, 0.39516 nm
Film misfit strain: 1.306 %
Film biaxial modulus (secant): 135.4 GPa
Interface energy gamma, static: 0.5913 J/m^2
Interface stress f from pair forces: 0.2252 N/m
Strain slope of gamma, f - gamma: -0.3661 J/m^2
Main results in eV/nm^2: gamma 3.691, f 1.406
Largest mismatch in solid relation: 4.2e-08 N/m
Distorted state f_xx, f_yy, f_xy: 0.2404, 0.2235, -0.03020 N/m
gamma at +1% equibiaxial strain, computed: 0.58458 J/m^2
gamma at +1% equibiaxial strain, linear: 0.58397 J/m^2
Rigid-layer test at 300 K, gamma: 0.4503 J/m^2
Rigid-layer test, f from gamma: -0.19783 N/m
Rigid-layer test, f from forces: -0.19783 N/m
Fluid gradient coefficient: 1.0 eV/nm
Fluid barrier: 0.5 eV/nm^3
Fluid gamma from profile: 0.10681 J/m^2
Fluid tension from stretching: 0.10681 N/m
Fluid gamma from closed formula: 0.10681 J/m^2
Insoluble film coverage: 0.30 molecules per site
Insoluble film tension: -0.3567 kT per site
Film grand potential: -0.3567 kT per site
Film Helmholtz energy: -0.6108 kT per site
Silicide film thickness: 2.0 nm
Bulk film stress: 1.768 GPa
Bulk film force per length: 3.536 N/m
Interface share f / film force: 6.37 %
Apparent film stress from f: 112.6 MPa
Stress error if gamma replaces f: 183.0 MPa
Neglected vibrations at 300 K, in gamma: -0.0052 J/m^2
Neglected vibrations at 300 K, in f: -0.0170 N/m
Neglected film surface energy: 2.482 J/m^2
Neglected film surface stress: 0.869 N/m
Poisson ratio for dislocation estimate: 0.25
Critical thickness for edge dislocations: 2.79 nm
Rough expansion difference: 7.0e-06 1/K
Heating above room temperature: 600 K
Film force change on heating: 1.137 N/m (magnitude)
Doping: 1e+20 cm^-3
Band bending: 0.6 V
Relative permittivity: 11.7
Depletion width: 2.79 nm
Depletion field energy: 0.0089 J/m^2
```
